# Comment on adding bulk DFT-1/2 shifts to a band offset: verification in Python

```python
# RESULT UNDER TEST
# In a self-consistent DFT-1/2 junction the valence offset (A minus B) is
#   VBO = E_A - E_B + D,
# E_X: bulk valence edge from the mean electrostatic potential energy,
# D: step of the cell-averaged electrostatic potential energy at the junction.
# Adding bulk shifts to the DFT offset misses the change of D, caused by
# the density response to the trimmed potentials.
# Model: electrons move along x, are uniform over the lateral area AREA,
# and feel planar electrostatics plus local exchange. Hartree atomic units.
# Cells have an anion in the middle and a shared cation plane at the edges.
import numpy as np
from types import SimpleNamespace
from scipy.constants import physical_constants
from scipy.integrate import quad, simpson
from scipy.optimize import minimize_scalar
from scipy.special import erf

EV = physical_constants["Hartree energy in eV"][0]
LATTICE, AREA = 6.0, 40.0
WELL = {"A": 0.36, "B": 0.40}        # depth of the anion well
WELL_WIDTH, ION_WIDTH = 0.9, 0.8
ORBITAL = {"A": 0.7, "B": 1.4}       # width of the half-emptied orbital
POINTS, NCELL, GMAX = 32, 20, 4.5
STEP = LATTICE / POINTS
NODES, WEIGHTS = np.polynomial.legendre.leggauss(32)
NODES, WEIGHTS = (NODES + 1) / 2, WEIGHTS / 2


def sum_planes(cells, shape, position):
    """Sum a plane-centred shape over all cells and periodic images."""
    length = LATTICE * len(cells)
    x = STEP * np.arange(POINTS * len(cells))
    total = np.zeros(len(x))
    for i, kind in enumerate(cells):
        for image in range(-2, 3):
            centre = (i + position) * LATTICE + image * length
            total += shape(kind, np.abs(x - centre))
    return total


def trimmed(cells, cuts):
    """Planar average of minus the trimmed spherical self-energy potential."""
    def shape(kind, distance):
        c = cuts[kind]
        d = np.minimum(distance, c)[:, None]
        r = d + (c - d) * NODES
        f = 0.5 * erf(r / (np.sqrt(2) * ORBITAL[kind]))
        f = f * (1 - (r / c) ** 8) ** 3
        return -2 * np.pi / AREA * (c - d[:, 0]) * (f @ WEIGHTS)
    return sum_planes(cells, shape, 0.5)


def solve_bands(v, length, k, gmax=GMAX):
    """Plane-wave eigenstates; v must be even about x = 0."""
    m = np.arange(-(len(v) // 2), len(v) // 2)
    wave = 2 * np.pi * m / length + k
    keep = np.abs(wave) <= gmax
    m, wave = m[keep], wave[keep]
    vhat = np.fft.fft(v).real / len(v)
    h = vhat[(m[:, None] - m[None, :]) % len(v)]
    h[np.diag_indices(len(m))] += wave ** 2 / 2
    energy, coefficients = np.linalg.eigh(h)
    return energy, coefficients, m


def scf(cells, added=0.0, gmax=GMAX):
    """Self-consistent insulating ground state with two electrons per cell."""
    ncell, size = len(cells), POINTS * len(cells)
    length = LATTICE * ncell

    def well(kind, d):
        return -WELL[kind] * np.exp(-d ** 2 / (2 * WELL_WIDTH ** 2))

    def ion(kind, d):
        norm = AREA * ION_WIDTH * np.sqrt(2 * np.pi)
        return np.exp(-d ** 2 / (2 * ION_WIDTH ** 2)) / norm

    fixed = sum_planes(cells, well, 0.5) + added
    ions = sum_planes(cells, ion, 0.5) + sum_planes(cells, ion, 0.0)
    if ncell == 1:
        index = np.arange(NCELL // 2 + 1)
        ks = 2 * np.pi * index / (NCELL * LATTICE)
        kweights = np.full(len(ks), 2.0 / NCELL)
        kweights[[0, -1]] = 1.0 / NCELL
    else:
        ks, kweights = [0.0], [1.0]
    g = 2 * np.pi * np.fft.fftfreq(size, STEP)
    g[0] = 1.0
    v = np.zeros(size)
    for _ in range(600):
        density, homo, lumo = np.zeros(size), -np.inf, np.inf
        for k, weight in zip(ks, kweights):
            e, c, m = solve_bands(fixed + v, length, k, gmax)
            box = np.zeros((size, ncell))
            box[m % size] = c[:, :ncell]
            psi = np.fft.ifft(box, axis=0) * size
            density += 2 * weight / (AREA * length) * np.sum(
                np.abs(psi) ** 2, axis=1)
            homo, lumo = max(homo, e[ncell - 1]), min(lumo, e[ncell])
        source = np.fft.fft(density - ions)
        source[0] = 0.0
        electro = np.fft.ifft(4 * np.pi * source / g ** 2).real
        new = electro - np.cbrt(3 * density / np.pi)
        change = np.max(np.abs(new - v))
        if change < 1e-9:
            break
        v = v + 0.3 * (new - v)
    assert change < 1e-9, "self-consistency was not reached"
    return SimpleNamespace(n=density, net=density - ions, es=electro,
                           total=fixed + v, vbm=homo, gap=lumo - homo)


def cell_part(array, index):
    return array[index * POINTS:(index + 1) * POINTS]


def valence_edge(cell_potential):
    return solve_bands(cell_potential, LATTICE, np.pi / LATTICE)[0][0]


def potential_step(state):
    return (cell_part(state.es, 0).mean()
            - cell_part(state.es, NCELL // 2).mean())


def direct_offset(total):
    return (valence_edge(cell_part(total, 0))
            - valence_edge(cell_part(total, NCELL // 2)))


def step_from_charge(junction, bulk):
    """Second-moment part, interface-dipole part, electrons gained by A."""
    x = np.linspace(-LATTICE / 2, LATTICE / 2, POINTS + 1)
    mean = {}
    for kind in "AB":
        net = np.append(bulk[kind].net, bulk[kind].net[0])
        mean[kind] = -2 * np.pi / LATTICE * simpson(x ** 2 * net, dx=STEP)
        # Neutral symmetric cells have zero potential at their edges.
        assert abs(mean[kind] + bulk[kind].es[0]) < 1e-4
    quarter = NCELL // 4
    middle = quarter * POINTS
    dipole, gained = 0.0, {}
    for kind, start in (("A", 0), ("B", middle)):
        idx = np.arange(start, start + middle + 1)
        reference = np.append(np.tile(bulk[kind].n, quarter), bulk[kind].n[0])
        excess = junction.n[idx] - reference
        dipole += simpson((idx - middle) * STEP * excess, dx=STEP)
        gained[kind] = AREA * simpson(excess, dx=STEP)
    assert abs(gained["A"] + gained["B"]) < 1e-4
    return mean["A"] - mean["B"], -4 * np.pi * dipole, gained["A"]


# Bulk calculations and variational trimming radii.
bulk0 = {kind: scf(kind) for kind in "AB"}
cuts, bulk_half, average, shift = {}, {}, {}, {}
for kind in "AB":
    def minus_gap(c):
        return -scf(kind, trimmed(kind, {kind: c})).gap
    best = minimize_scalar(minus_gap, bounds=(2.5, 5.5), method="bounded",
                           options={"xatol": 0.005})
    cuts[kind] = best.x
    assert 2.6 < best.x < 5.4
    assert -best.fun > max(-minus_gap(best.x - 0.5), -minus_gap(best.x + 0.5))
    potential = trimmed(kind, cuts)
    bulk_half[kind] = scf(kind, potential)
    average[kind] = potential.mean()
    shift[kind] = bulk_half[kind].vbm - bulk0[kind].vbm
    sphere = quad(lambda r: 0.5 * r * erf(r / (np.sqrt(2) * ORBITAL[kind]))
                  * (1 - (r / cuts[kind]) ** 8) ** 3, 0, cuts[kind])[0]
    assert abs(average[kind] + 4 * np.pi * sphere / (AREA * LATTICE)) < 1e-5
    assert bulk_half[kind].gap > bulk0[kind].gap
    fine = scf(kind, potential, gmax=7.0)
    assert abs(fine.gap - bulk_half[kind].gap) < 2e-4

# Mirror-symmetric superlattice; x = 0 is the centre of the A slab.
cells = "A" * (NCELL // 4) + "B" * (NCELL // 2) + "A" * (NCELL // 4)
junction_trim = trimmed(cells, cuts)
junction0 = scf(cells)
junction_half = scf(cells, junction_trim)
offset, step, parts = {}, {}, {}
for name, junction, bulk in (("DFT", junction0, bulk0),
                             ("half", junction_half, bulk_half)):
    assert junction.gap > 0.02
    step[name] = potential_step(junction)
    offset[name] = direct_offset(junction.total)
    lineup = bulk["A"].vbm - bulk["B"].vbm + step[name]
    assert abs(offset[name] - lineup) < 3e-4
    parts[name] = step_from_charge(junction, bulk)
    assert abs(parts[name][0] + parts[name][1] - step[name]) < 3e-4

blind = offset["DFT"] + shift["A"] - shift["B"]
error = offset["half"] - blind
no_average = blind - (average["A"] - average["B"])
moment_change = parts["half"][0] - parts["DFT"][0]
dipole_change = parts["half"][1] - parts["DFT"][1]
assert abs(error - moment_change - dipole_change) < 6e-4
assert abs(error) > 3e-3   # far above the numerical error of the line-up

# With frozen density, one-shot bulk shifts must add correctly.
one_shot = {kind: valence_edge(bulk0[kind].total + trimmed(kind, cuts))
            - bulk0[kind].vbm for kind in "AB"}
frozen = direct_offset(junction0.total + junction_trim)
frozen_sum = offset["DFT"] + one_shot["A"] - one_shot["B"]
assert abs(frozen - frozen_sum) < 3e-4

# Profiles equal to +1 around x = 0 and -1 around the middle.
x = STEP * np.arange(POINTS * NCELL)
length = NCELL * LATTICE
distance = np.minimum(x, length - x)
planes = {"cation": length / 4, "anion": length / 4 - LATTICE / 2}
sharp = {name: np.sign(np.round(plane - distance, 9))
         for name, plane in planes.items()}
ramp = np.clip((length / 4 - distance) / (LATTICE / 2), -1, 1)

# Apply only the two cell averages to the heterojunction.
average_step = average["A"] - average["B"]
flat = scf(cells, (average["A"] + average["B"]) / 2
           + sharp["cation"] * average_step / 2)
flat_change = direct_offset(flat.total) - offset["DFT"]
flat_charge = step_from_charge(flat, bulk0)[2] - parts["DFT"][2]
assert 0 < flat_change / average_step < 1
assert abs(flat_charge) > 1e-4

# Uniform crystal A: long-wave response, as a cell average and locally.
small_step, amplitude = 0.01, 0.004
inverse, local = {}, {name: {} for name in planes}
g = 2 * np.pi * np.fft.fftfreq(len(x), STEP)
for harmonic in (1, 2, 3):
    q = 2 * np.pi * harmonic / length
    wave = np.cos(q * x)
    response = scf("A" * NCELL, amplitude * wave)
    inverse[harmonic] = 1 + 2 * np.mean(response.es * wave) / amplitude
    if harmonic != 2:
        # The crystal's own potential has zero slope at both kinds of plane.
        slope = np.fft.ifft(1j * g * np.fft.fft(response.es)).real
        for name, plane in planes.items():
            external = -amplitude * q * np.sin(q * plane)
            i = int(round(plane / STEP))
            local[name][harmonic] = 1 + slope[i] / external
# Even polynomials in the wavevector, extrapolated to zero.
inverse_epsilon = (15 * inverse[1] - 6 * inverse[2] + inverse[3]) / 10
local_field = {name: (9 * f[1] - f[3]) / 8 for name, f in local.items()}


def surviving(profile):
    state = scf("A" * NCELL, profile * small_step / 2)
    return direct_offset(state.total) / small_step


# A ramp one cell wide averages over all positions of a sharp step.
step_ratio = surviving(ramp)
assert abs(step_ratio / inverse_epsilon - 1) < 0.04
# A sharp step is screened by the local field at its own plane.
sharp_ratio = {name: surviving(profile) for name, profile in sharp.items()}
for name in planes:
    assert abs(sharp_ratio[name] - local_field[name]) < 0.015
assert abs(sharp_ratio["cation"] - sharp_ratio["anion"]) > 0.01

print(f"lattice constant: {LATTICE:.1f} bohr; area: {AREA:.1f} bohr^2")
print(f"well width: {WELL_WIDTH:.1f} bohr; ion width: {ION_WIDTH:.1f} bohr")
print(f"cells in superlattice: {NCELL}; plane-wave limit: {GMAX:.1f} 1/bohr")
for kind in "AB":
    print(f"{kind} well depth: {WELL[kind]:.2f} Ha; "
          f"orbital width: {ORBITAL[kind]:.1f} bohr")
    print(f"{kind} optimal trimming radius: {cuts[kind]:.2f} bohr")
    print(f"{kind} gap, DFT: {bulk0[kind].gap:.4f} Ha; "
          f"DFT-1/2: {bulk_half[kind].gap:.4f} Ha")
    print(f"{kind} valence edge, DFT: {bulk0[kind].vbm:.4f} Ha; "
          f"DFT-1/2: {bulk_half[kind].vbm:.4f} Ha")
    print(f"{kind} bulk valence shift: {shift[kind]:.4f} Ha")
    print(f"{kind} mean trimmed potential: {average[kind]:.4f} Ha")
for name, label in (("DFT", "DFT"), ("half", "DFT-1/2")):
    print(f"{label} electrostatic step A-B: {step[name]:.4f} Ha")
    print(f"{label} second-moment part: {parts[name][0]:.4f} Ha")
    print(f"{label} interface-dipole part: {parts[name][1]:.4f} Ha")
    print(f"{label} electrons gained by A: {parts[name][2]:.5f} per site")
print(f"DFT valence offset A-B: {offset['DFT']:.4f} Ha "
      f"= {offset['DFT'] * EV:.3f} eV")
print(f"DFT-1/2 valence offset A-B: {offset['half']:.4f} Ha "
      f"= {offset['half'] * EV:.3f} eV")
print(f"blind valence offset A-B: {blind:.4f} Ha = {blind * EV:.3f} eV")
print(f"true minus blind: {error:.4f} Ha = {error * EV:.3f} eV")
print(f"change of second-moment part: {moment_change:.4f} Ha")
print(f"change of interface-dipole part: {dipole_change:.4f} Ha")
print(f"blind offset with averages discarded: {no_average:.4f} Ha "
      f"= {no_average * EV:.3f} eV")
print(f"frozen-density offset, junction: {frozen:.4f} Ha")
print(f"frozen-density offset, added shifts: {frozen_sum:.4f} Ha")
print(f"difference of trimmed averages A-B: {average_step:.4f} Ha")
print(f"offset change from averages alone: {flat_change:.4f} Ha")
print(f"electrons gained by A, averages alone: {flat_charge:.5f} per site")
print(f"uniform-crystal test step: {small_step:.3f} Ha")
print(f"surviving fraction, one-cell ramp: {step_ratio:.4f} (no unit)")
print(f"long-wave inverse dielectric constant: {inverse_epsilon:.4f} (no unit)")
print(f"dielectric constant of A: {1 / inverse_epsilon:.3f} (no unit)")
for name in planes:
    print(f"surviving fraction, sharp step at {name} plane: "
          f"{sharp_ratio[name]:.4f} (no unit)")
    print(f"local field ratio at {name} plane: "
          f"{local_field[name]:.4f} (no unit)")
print("done: every assertion held")
```

Printed output:

```
lattice constant: 6.0 bohr; area: 40.0 bohr^2
well width: 0.9 bohr; ion width: 0.8 bohr
cells in superlattice: 20; plane-wave limit: 4.5 1/bohr
A well depth: 0.36 Ha; orbital width: 0.7 bohr
A optimal trimming radius: 3.66 bohr
A gap, DFT: 0.1607 Ha; DFT-1/2: 0.2398 Ha
A valence edge, DFT: -0.2771 Ha; DFT-1/2: -0.4275 Ha
A bulk valence shift: -0.1504 Ha
A mean trimmed potential: -0.1090 Ha
B well depth: 0.40 Ha; orbital width: 1.4 bohr
B optimal trimming radius: 3.65 bohr
B gap, DFT: 0.1804 Ha; DFT-1/2: 0.2390 Ha
B valence edge, DFT: -0.3023 Ha; DFT-1/2: -0.4241 Ha
B bulk valence shift: -0.1217 Ha
B mean trimmed potential: -0.0909 Ha
DFT electrostatic step A-B: -0.0087 Ha
DFT second-moment part: -0.0048 Ha
DFT interface-dipole part: -0.0040 Ha
DFT electrons gained by A: -0.00599 per site
DFT-1/2 electrostatic step A-B: 0.0007 Ha
DFT-1/2 second-moment part: 0.0001 Ha
DFT-1/2 interface-dipole part: 0.0006 Ha
DFT-1/2 electrons gained by A: 0.00049 per site
DFT valence offset A-B: 0.0164 Ha = 0.447 eV
DFT-1/2 valence offset A-B: -0.0027 Ha = -0.074 eV
blind valence offset A-B: -0.0122 Ha = -0.332 eV
true minus blind: 0.0095 Ha = 0.258 eV
change of second-moment part: 0.0049 Ha
change of interface-dipole part: 0.0046 Ha
blind offset with averages discarded: 0.0059 Ha = 0.160 eV
frozen-density offset, junction: -0.0141 Ha
frozen-density offset, added shifts: -0.0141 Ha
difference of trimmed averages A-B: -0.0181 Ha
offset change from averages alone: -0.0104 Ha
electrons gained by A, averages alone: 0.00467 per site
uniform-crystal test step: 0.010 Ha
surviving fraction, one-cell ramp: 0.2794 (no unit)
long-wave inverse dielectric constant: 0.2794 (no unit)
dielectric constant of A: 3.578 (no unit)
surviving fraction, sharp step at cation plane: 0.5438 (no unit)
local field ratio at cation plane: 0.5449 (no unit)
surviving fraction, sharp step at anion plane: -0.0224 (no unit)
local field ratio at anion plane: -0.0235 (no unit)
done: every assertion held
```
